# The intraband Drude term from the Kohn-Sham density response: verification in Python

```python
"""
Result under test (Hartree atomic units, zero temperature, two spins):
for q -> 0 at fixed nonzero frequency z, the intraband part of the head of the
Kohn-Sham density response is
    chi_intra = sum_ij q_i W_ij q_j / (4 pi z^2),
    W_ij = (1/pi^2) * integral over the Fermi surface of dS v_i v_j / |v|,
where v is the band velocity and W the squared plasma frequency tensor.
Model: potential 2 V cos(G x), G = 2 pi / a, free motion along y and z.
mu is the Fermi energy; bands are labelled 0, 1, ... in code, 1, 2, ... in print.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
a, V, mu, omega = 6.0, 0.05, 0.25, 0.05
G = 2 * np.pi / a
waves = np.arange(-8, 9)
size = waves.size
diag = np.arange(size)


def bands(k):
    """Energies, plane-wave coefficients and plane-wave momenta along x."""
    k = np.atleast_1d(k)
    p = k[:, None] + G * waves
    h = np.zeros((k.size, size, size))
    h += V * (np.eye(size, k=1) + np.eye(size, k=-1))
    h[:, diag, diag] = p**2 / 2
    energy, coeff = np.linalg.eigh(h)
    return energy, coeff, p


def intervals(level):
    """Occupied ranges of kx: band 0 everywhere, band 1 near the zone face."""
    edge = brentq(lambda k: bands(k)[0][0, 1] - level, 0.0, G / 2, xtol=1e-14)
    return [(0, -G / 2, G / 2), (1, edge, G - edge)]


def occupied(level, points=100):
    x, w = np.polynomial.legendre.leggauss(points)
    return [(n, (lo + hi) / 2 + (hi - lo) / 2 * x, (hi - lo) / 2 * w)
            for n, lo, hi in intervals(level)]


def density(level):
    return sum(np.sum(w * (level - bands(k)[0][:, n])) / (2 * np.pi**2)
               for n, k, w in occupied(level))


# Quadrature over the occupied disk in the (ky, kz) plane
angle = np.arange(1, 17) * np.pi / 17
disk_t, disk_w = np.cos(angle), np.pi / 17 * np.sin(angle)**2


def response(qx, qz, z):
    """Intraband and interband head of chi_s, summed over occupied states."""
    intra = inter = 0.0
    for n, k, w in occupied(mu):
        e0, c0, _ = bands(k)
        e, c = e0[:, n], c0[:, :, n]
        radius = np.sqrt(2 * (mu - e))
        kz = radius[:, None] * disk_t
        area = 2 * radius[:, None]**2 * disk_w
        total = 0.0
        for s in (1, -1):
            e1, c1, _ = bands(k + s * qx)
            overlap2 = np.einsum("kgm,kg->km", c1, c)**2
            gap = (e1[:, None, :] - e[:, None, None]
                   + (s * kz * qz + qz**2 / 2)[:, :, None])
            total = total + overlap2[:, None, :] / (s * z - gap)
        part = 2 / (2 * np.pi)**3 * np.einsum("k,ki,kim->m", w, area, total)
        intra = intra + part[n]
        inter = inter + part.sum() - part[n]
    return intra, inter


def mesh_intraband(q, freq, points=6000):
    """Intraband sum with occupation differences on a uniform kx mesh."""
    k = (np.arange(points) + 0.5) * G / points
    e0, c0, _ = bands(k)
    e1, c1, _ = bands(k + q)
    total = 0.0
    for n in (0, 1):
        f0 = np.clip(mu - e0[:, n], 0, None)
        f1 = np.clip(mu - e1[:, n], 0, None)
        overlap2 = np.sum(c0[:, :, n] * c1[:, :, n], axis=1)**2
        total += np.sum((f0 - f1) * overlap2 / (freq + e0[:, n] - e1[:, n]))
    return total * G / points / (2 * np.pi**2)


def sheet(n, lo, hi, rings=2000):
    """Area, W_xx, W_zz and density of states from rings of Fermi surface."""
    theta = np.linspace(0, np.pi, 2 * rings + 1)
    k = (lo + hi) / 2 - (hi - lo) / 2 * np.cos(theta)
    e, c, p = bands(k)
    r = np.sqrt(np.clip(2 * (mu - e[:, n]), 0, None))
    vx = np.sum(c[:, :, n]**2 * p, axis=1)[1::2]
    vr = r[1::2]
    r0, r1 = r[:-2:2], r[2::2]
    ds = np.pi * (r0 + r1) * np.hypot(r1 - r0, k[2::2] - k[:-2:2])
    speed = np.hypot(vx, vr)
    return np.array([ds.sum(), np.sum(ds * vx**2 / speed) / np.pi**2,
                     np.sum(ds * vr**2 / 2 / speed) / np.pi**2,
                     np.sum(ds / speed) / (4 * np.pi**3)])


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Fermi-surface side
sheets = [sheet(*item) for item in intervals(mu)]
area_fs, w_xx, w_zz, dos = sum(sheets)
n_el = density(mu)
step = 1e-3
dos_diff = (density(mu + step) - density(mu - step)) / (2 * step)
assert close(dos, dos_diff, 1e-4)
assert close(w_zz, 4 * np.pi * n_el, 1e-4)

# Band velocity equals the momentum expectation value
k_test, h = 0.4, 1e-4
e_t, c_t, p_t = bands(k_test)
v_exp = np.sum(c_t[0, :, 0]**2 * p_t[0])
v_diff = (bands(k_test + h)[0][0, 0] - bands(k_test - h)[0][0, 0]) / (2 * h)
assert close(v_exp, v_diff, 1e-5)


# Overlaps: intraband loss and interband strength both scale as q squared
def overlaps(q):
    c1 = bands(k_test + q)[1][0]
    return (c1.T @ c_t[0, :, 0])**2


o2, o1 = overlaps(0.002), overlaps(0.001)
assert abs((1 - o2[0]) / (1 - o1[0]) - 4) < 0.15
assert abs(o2[1] / o1[1] - 4) < 0.15


# Response side: 4 pi z^2 chi / q^2 must tend to the tensor element
def weight(q, ux, uz, z):
    return 4 * np.pi * z**2 * response(q * ux, q * uz, z)[0] / q**2


def limit(ux, uz, z):
    return (4 * weight(0.001, ux, uz, z) - weight(0.002, ux, uz, z)) / 3


q_list = (0.004, 0.002, 0.001)
w_q = [weight(q, 1.0, 0.0, omega) for q in q_list]
assert abs((w_q[0] - w_q[1]) / (w_q[1] - w_q[2]) - 4) < 0.1
w_lim_x = limit(1.0, 0.0, omega)
w_lim_z = limit(0.0, 1.0, omega)
u = np.sqrt(0.5)
w_lim_45 = limit(u, u, omega)
assert close(w_lim_x, w_xx, 1e-4)
assert close(w_lim_z, w_zz, 1e-4)
assert close(w_lim_45, (w_xx + w_zz) / 2, 1e-4)
assert close(limit(1.0, 0.0, omega + 0.02j), w_xx, 1e-4)

# Original occupation-difference form, at finite and at zero frequency
q_mesh = 0.004
chi_dyn = response(q_mesh, 0.0, omega)[0]
chi_dyn_mesh = mesh_intraband(q_mesh, omega)
chi_static = mesh_intraband(q_mesh, 0.0)
assert close(chi_dyn_mesh, chi_dyn, 1e-3)
assert close(chi_static, -dos, 2e-3)

# Interband part from momentum matrix elements, and the sum rule
eps_inter, w_inter = 1.0, 0.0
for n, k, w in occupied(mu):
    e, c, p = bands(k)
    p_mn = np.einsum("kgm,kg,kg->km", c, p, c[:, :, n])
    others = diag != n
    p2 = p_mn[:, others]**2
    gap = e[:, others] - e[:, [n]]
    fill = w * (mu - e[:, n]) / (2 * np.pi**2)
    w_inter += 4 * np.pi * np.sum(fill[:, None] * 2 * p2 / gap)
    eps_inter += 4 * np.pi * np.sum(
        fill[:, None] * 2 * p2 / (gap * (gap**2 - omega**2)))
assert close(w_xx + w_inter, 4 * np.pi * n_el, 1e-4)

face = bands(G / 2)[0][0]
assert omega < face[1] - face[0]
q_small = 0.001
intra, inter = response(q_small, 0.0, omega)
eps_inter_q = 1 - 4 * np.pi * inter / q_small**2
eps_q = 1 - 4 * np.pi * (intra + inter) / q_small**2
eps_formula = eps_inter - w_xx / omega**2
assert close(eps_inter_q, eps_inter, 1e-3)
assert close(eps_q, eps_formula, 1e-3)

edge = intervals(mu)[1][1]
print(f"lattice period a = {a:.1f} bohr")
print(f"potential coefficient V = {V:.3f} hartree")
print(f"Fermi energy mu = {mu:.3f} hartree")
print(f"frequency omega = {omega:.3f} hartree")
print(f"reciprocal vector G = {G:.5f} 1/bohr")
print(f"band 1 at zone face = {face[0]:.5f} hartree")
print(f"band 2 at zone face = {face[1]:.5f} hartree")
print(f"direct gap at zone face = {face[1] - face[0]:.5f} hartree")
print(f"pocket edge kx (band 2) = {edge:.5f} 1/bohr")
print(f"electron density n = {n_el:.6f} 1/bohr^3")
for i, s in enumerate(sheets, 1):
    print(f"sheet {i}: area = {s[0]:.4f} 1/bohr^2")
    print(f"sheet {i}: W_xx part = {s[1]:.6f} hartree^2")
    print(f"sheet {i}: W_zz part = {s[2]:.6f} hartree^2")
print(f"density of states N(mu) = {dos:.6f} 1/(hartree bohr^3)")
print(f"dn/dmu by differences = {dos_diff:.6f} 1/(hartree bohr^3)")
print(f"mean v_x^2 on Fermi surface = {w_xx/(4*np.pi*dos):.5f} a.u.")
print(f"mean v_z^2 on Fermi surface = {w_zz/(4*np.pi*dos):.5f} a.u.")
print(f"W_xx, Fermi surface = {w_xx:.6f} hartree^2")
print(f"W_zz, Fermi surface = {w_zz:.6f} hartree^2")
print(f"4 pi n = {4*np.pi*n_el:.6f} hartree^2")
for q, value in zip(q_list, w_q):
    print(f"4 pi w^2 chi/q^2, q={q:.3f}/bohr along x = {value:.6f} hartree^2")
print(f"same, q -> 0 along x = {w_lim_x:.6f} hartree^2")
print(f"same, q -> 0 along z = {w_lim_z:.6f} hartree^2")
print(f"same, q -> 0 at 45 degrees = {w_lim_45:.6f} hartree^2")
print(f"(W_xx + W_zz)/2 = {(w_xx + w_zz)/2:.6f} hartree^2")
print(f"plasma frequency x = {np.sqrt(w_xx):.5f} hartree")
print(f"plasma frequency x = {np.sqrt(w_xx)*EV:.3f} eV")
print(f"plasma frequency z = {np.sqrt(w_zz):.5f} hartree")
print(f"plasma frequency z = {np.sqrt(w_zz)*EV:.3f} eV")
print(f"mean inverse mass along x = {w_xx/(4*np.pi*n_el):.5f} 1/m_e")
print(f"interband weight along x = {w_inter:.6f} hartree^2")
print(f"W_xx + interband weight = {w_xx + w_inter:.6f} hartree^2")
print(f"chi_intra, q=0.004/bohr, omega = {chi_dyn:.4e} 1/(hartree bohr^3)")
print(f"same from k mesh = {chi_dyn_mesh:.4e} 1/(hartree bohr^3)")
print(f"same at zero frequency = {chi_static:.6f} 1/(hartree bohr^3)")
print(f"interband dielectric part, formula = {eps_inter:.4f} (no unit)")
print(f"same from chi_s, q=0.001/bohr = {eps_inter_q:.4f} (no unit)")
print(f"Drude term -W_xx/omega^2 = {-w_xx/omega**2:.4f} (no unit)")
print(f"dielectric head, formula = {eps_formula:.4f} (no unit)")
print(f"dielectric head, chi_s at q=0.001/bohr = {eps_q:.4f} (no unit)")
print("OK")
```

Printed output:

```
lattice period a = 6.0 bohr
potential coefficient V = 0.050 hartree
Fermi energy mu = 0.250 hartree
frequency omega = 0.050 hartree
reciprocal vector G = 1.04720 1/bohr
band 1 at zone face = 0.08490 hartree
band 2 at zone face = 0.18469 hartree
direct gap at zone face = 0.09979 hartree
pocket edge kx (band 2) = 0.35607 1/bohr
electron density n = 0.012400 1/bohr^3
sheet 1: area = 4.5591 1/bohr^2
sheet 1: W_xx part = 0.027074 hartree^2
sheet 1: W_zz part = 0.147057 hartree^2
sheet 2: area = 1.0702 1/bohr^2
sheet 2: W_xx part = 0.039186 hartree^2
sheet 2: W_zz part = 0.008764 hartree^2
density of states N(mu) = 0.070026 1/(hartree bohr^3)
dn/dmu by differences = 0.070025 1/(hartree bohr^3)
mean v_x^2 on Fermi surface = 0.07530 a.u.
mean v_z^2 on Fermi surface = 0.17708 a.u.
W_xx, Fermi surface = 0.066260 hartree^2
W_zz, Fermi surface = 0.155821 hartree^2
4 pi n = 0.155821 hartree^2
4 pi w^2 chi/q^2, q=0.004/bohr along x = 0.066329 hartree^2
4 pi w^2 chi/q^2, q=0.002/bohr along x = 0.066277 hartree^2
4 pi w^2 chi/q^2, q=0.001/bohr along x = 0.066265 hartree^2
same, q -> 0 along x = 0.066260 hartree^2
same, q -> 0 along z = 0.155821 hartree^2
same, q -> 0 at 45 degrees = 0.111041 hartree^2
(W_xx + W_zz)/2 = 0.111041 hartree^2
plasma frequency x = 0.25741 hartree
plasma frequency x = 7.005 eV
plasma frequency z = 0.39474 hartree
plasma frequency z = 10.741 eV
mean inverse mass along x = 0.42523 1/m_e
interband weight along x = 0.089561 hartree^2
W_xx + interband weight = 0.155821 hartree^2
chi_intra, q=0.004/bohr, omega = 3.3781e-05 1/(hartree bohr^3)
same from k mesh = 3.3781e-05 1/(hartree bohr^3)
same at zero frequency = -0.070019 1/(hartree bohr^3)
interband dielectric part, formula = 7.4736 (no unit)
same from chi_s, q=0.001/bohr = 7.4735 (no unit)
Drude term -W_xx/omega^2 = -26.5042 (no unit)
dielectric head, formula = -19.0306 (no unit)
dielectric head, chi_s at q=0.001/bohr = -19.0324 (no unit)
OK
```
